# The Sharp Parabolic Front of Concentration-Dependent Dopant Diffusion

Arsenic implanted near a silicon surface spreads inward when the wafer is heated. If its diffusivity were constant, a thin surface layer would spread into a Gaussian profile, which has no sharp edge. At high concentration, however, the arsenic raises the density of electrons, and the electrons raise the density of the charged defects that carry it. The diffusivity is then large where the dopant is plentiful and small where it is scarce. The question is what profile a fixed amount of dopant takes up, and how fast its edge advances.

Let $C(x,t)$ be the donor concentration at depth $x\ge 0$, and let $n$ be the electron density. Suppose that neutral and singly negative defects, both in local equilibrium, carry the donor. By mass action the ratio of negative to neutral defects is proportional to $n$, so the diffusivity is

$$D=D_0+D_-\frac{n}{n_i},$$

where $n_i$ is the intrinsic carrier density and $D_-$ is the negative-defect part at $n=n_i$. The electrons also set up an electric field. For nondegenerate electrons in equilibrium $n\propto e^{e\psi/k_BT}$, with $\psi$ the potential and $e>0$, so the field is $E=-\psi_x=-(k_BT/e)\,\partial_x\ln n$. A positive donor ion has mobility $eD/k_BT$ and drift flux $(eD/k_BT)CE=-DC\,\partial_x\ln n$. The total flux toward larger $x$ is therefore

$$J=-D\left(\frac{\partial C}{\partial x}+C\,\frac{\partial\ln n}{\partial x}\right).$$

If every donor is ionized and the crystal is locally neutral, then $C=n-n_i^2/n$, the last term being the hole density. Hence

$$dC=\left(1+\frac{n_i^2}{n^2}\right)dn,\qquad C\,d\ln n=\left(1-\frac{n_i^2}{n^2}\right)dn .$$

The sum of the two is $2\,dn$, and the flux becomes

$$J=-2\left(D_0+D_-\frac{n}{n_i}\right)\frac{\partial n}{\partial x}.$$

When $C\gg n_i$, the holes are negligible and $n\simeq C$. When also $D_-C/n_i\gg D_0$, the first term in the bracket can be dropped, leaving

$$J=-KC\frac{\partial C}{\partial x},\qquad K=\frac{2D_-}{n_i}.$$

The factor 2 comes from the field, which in this limit contributes as much flux as the concentration gradient. The effective diffusivity is $KC$, proportional to concentration.

Conservation of dopant, $C_t=-J_x$, now gives

$$\frac{\partial C}{\partial t}=K\frac{\partial}{\partial x}\left(C\frac{\partial C}{\partial x}\right),\qquad \int_0^\infty C\,dx=Q .$$

The dose $Q$ per unit area is fixed because no dopant crosses the surface: $J=0$ at $x=0$. Let the dopant start in a layer of negligible thickness at the surface. The data are then $K$, $Q$ and $t$. Counting dopant atoms as a separate dimension $N$, with length $L$ and time $T$, we have

$$[K]=L^5N^{-1}T^{-1},\qquad [Q]=NL^{-2}.$$

For $K^aQ^bt^c$ to be a length, the powers of $N$ require $b=a$, those of $T$ require $c=a$, and those of $L$ require $5a-2b=1$. Thus $a=b=c=1/3$, and the one available length is

$$\ell(t)=(KQt)^{1/3}.$$

The profile must have the self-similar form

$$C(x,t)=\frac{Q}{\ell}f(\xi),\qquad \xi=\frac{x}{\ell}.$$

The exponent can also be read physically. A profile of depth $\ell$ has concentration of order $Q/\ell$ and diffusivity of order $KQ/\ell$. Setting $\ell^2$ equal to diffusivity times time gives $\ell^3\sim KQt$. The exponent is below $1/2$ because the dopant dilutes itself and so slows its own diffusion.

To find $f$, note that $\partial\xi/\partial t=-\xi\dot\ell/\ell$ at fixed $x$. The time derivative is

$$\frac{\partial C}{\partial t}=-\frac{Q\dot\ell}{\ell^2}f-\frac{Q\dot\ell}{\ell^2}\xi f'
=-\frac{Q\dot\ell}{\ell^2}(\xi f)' .$$

Each $x$ derivative supplies a factor $1/\ell$, so the right side of the diffusion equation is $KQ^2(ff')'/\ell^4$. Multiply both sides by $\ell^4/(KQ^2)$. Differentiating $\ell^3=KQt$ gives $\ell^2\dot\ell=KQ/3$, and therefore

$$-\frac13(\xi f)'=(ff')',\qquad\text{or}\qquad \left(ff'+\frac{\xi f}{3}\right)'=0 .$$

The bracket is constant. At the surface $ff'=0$, because the flux vanishes, and $\xi f=0$, because $\xi=0$ and $f$ is finite. The constant is zero:

$$f\left(f'+\frac{\xi}{3}\right)=0 .$$

At each depth either $f=0$ or $f'=-\xi/3$. To join the two branches we need to know what is allowed at an edge, where the slope may jump and the differential equation has no ordinary meaning. Conservation still has a meaning there in integrated form. For every smooth function $\phi(x,t)$ that vanishes outside a bounded region inside $x>0$, $t>0$, multiplying the equation by $\phi$ and integrating by parts gives

$$\iint\left(C\,\phi_t+\frac K2C^2\phi_{xx}\right)dx\,dt=0 .$$

This is the condition imposed on the solution. In the similarity variable it says that $(f^2/2)'=-\xi f/3$ holds across edges as well. For bounded $f$ the right side is bounded, so $f^2$ cannot jump. Since $f\ge0$, $f$ is continuous too.

Wherever $f>0$, integration gives $f=A-\xi^2/6$. A positive piece that began at some $\xi>0$ would have to rise from zero, but $f'=-\xi/3$ is negative there. The profile is thus a single piece attached to the surface, falling continuously to zero at some $\xi_f$:

$$f(\xi)=\frac{\xi_f^2-\xi^2}{6}\quad(\xi<\xi_f),\qquad f=0\quad(\xi>\xi_f).$$

The dose condition fixes $\xi_f$:

$$1=\int_0^{\xi_f}\frac{\xi_f^2-\xi^2}{6}\,d\xi
=\frac16\left(\xi_f^3-\frac{\xi_f^3}{3}\right)=\frac{\xi_f^3}{9}.$$

The front lies at $x_f=\xi_f\ell$. The surface concentration is $C_s=Q\xi_f^2/(6\ell)=Q\xi_f^3/(6x_f)=3Q/(2x_f)$. In physical variables,

$$\boxed{\,C(x,t)=\frac{3Q}{2x_f}\left(1-\frac{x^2}{x_f^2}\right)\ (x<x_f),\qquad x_f(t)=(9KQt)^{1/3}\,}$$

and $C=0$ for $x>x_f$. Eight times the anneal time doubles the front depth and halves the surface concentration.

The continuity condition does real work here. A parabola cut off abruptly at $0.9x_f$ still satisfies the differential equation on both sides of the cut. It even conserves dopant there, if the cut moves in proportion to $x_f$. But its jump in $C^2$ implies an infinite flux at the cut, which nothing balances. For one test function spanning the front, with $K=Q=1$, the integral condition was evaluated relative to the integral of $|C\phi_t|$. The full parabola leaves $3\times10^{-13}$, which is rounding error, while the cut one leaves 0.11.

The motion of the front can be checked from the flux. The net velocity of the dopant is

$$\frac JC=-K\frac{\partial C}{\partial x}=\frac{3KQ\,x}{x_f^3}=\frac{x}{3t},$$

where the last step uses $x_f^3=9KQt$. At the front this is $x_f/(3t)$, which is also the derivative of $x_f\propto t^{1/3}$. The edge moves with the dopant that forms it. The flux itself vanishes there, because $C$ goes to zero while the velocity stays finite. "Sharp" therefore means that the concentration reaches zero at a finite depth with a finite slope, $-3Q/x_f^2$. The concentration does not jump.

A real starting layer has some thickness. If it is itself a parabola of width $x_0$, it coincides with the solution above at the age $t_0=x_0^3/(9KQ)$. The equation does not contain the time explicitly, so the later evolution is the same solution with $t$ replaced by $t+t_0$:

$$x_f^3=x_0^3+9KQt,\qquad
\frac{d\ln x_f}{d\ln t}=\frac13\,\frac{9KQt}{x_0^3+9KQt}.$$

The apparent exponent starts near zero and approaches $1/3$ from below once $9KQt\gg x_0^3$. With $K=Q=x_0=t=1$ the front should lie at $10^{1/3}=2.154$, and direct numerical solution of the diffusion equation gives 2.154, inferred from the root-mean-square depth by the relation for a parabola derived below.

A start of another shape tests whether the parabola forms by itself. A uniform box of width 0.1 was followed numerically, again with $K=Q=1$. Between $t=1$ and $t=8$ the depth at which $C$ is 1 % of its surface value grows with exponent 0.3333. At $t=8$ the profile differs from the parabola by at most 0.02 % of the surface concentration. This supports the parabola as the late-time form for that start; it does not prove convergence from every start.

Constant diffusivity makes a useful contrast. The same dose then spreads as

$$C=\frac{Q}{\sqrt{\pi Dt}}\,e^{-x^2/4Dt},$$

with a width proportional to $t^{1/2}$ and some dopant at every depth. To compare the two cases at the same scaled depth, use the root-mean-square depth. For the parabola,

$$\langle x^2\rangle=\frac{3}{2x_f}\int_0^{x_f}\left(x^2-\frac{x^4}{x_f^2}\right)dx
=\frac{3}{2x_f}\cdot\frac{2x_f^3}{15}=\frac{x_f^2}{5},$$

so the front lies at $\sqrt5$ times the rms depth. At 1.05 times that position, the numerical solution with constant $D$ still has 6.4 % of its surface concentration, whereas the one with $D=KC$ has none to within numerical accuracy. The sharp front thus depends on the diffusivity going to zero with the concentration.

In a real semiconductor it does not go to zero. From the flux found earlier, the full effective diffusivity is $2(D_0+D_-n/n_i)\,dn/dC$, with $dn/dC=n^2/(n^2+n_i^2)$. When $C\ll n_i$, $n\to n_i$ and $dn/dC\to1/2$, so the diffusivity tends to $D_0+D_-$. The foot of the profile must develop a tail. The ideal law also has a limited life: $C_s$ falls as $t^{-1/3}$, and once it is no longer large compared with $n_i$ the assumption $D=KC$ fails throughout the profile. The one-third law then belongs to an intermediate period, after the starting shape is forgotten and before the dopant becomes too dilute. Such a period exists only if these two times are well separated.

Consider arsenic in silicon at 1000 °C, with dose $Q=10^{15}$ cm$^{-2}$ and an anneal of 3600 s. Rough typical material values are $n_i=10^{19}$ cm$^{-3}$, $D_-=10^{-15}$ cm$^2$/s and $D_0=1.5\times10^{-15}$ cm$^2$/s. Then

$$K=\frac{2\times10^{-15}}{10^{19}}=2\times10^{-34}\ \text{cm}^5/\text{s},$$

$$x_f=\left(9\times2\times10^{-34}\times10^{15}\times3600\right)^{1/3}\text{cm}
=1.86\times10^{-5}\ \text{cm}=186\ \text{nm}.$$

The surface concentration is $1.5\times10^{15}/(1.864\times10^{-5})\simeq8.0\times10^{19}$ cm$^{-3}$. At depths of 50, 100 and 150 nm the concentration is 7.5, 5.7 and $2.8\times10^{19}$ cm$^{-3}$. In this ideal solution the front was at 93 nm after 450 s, one eighth of the time, and at the end it advances at 0.017 nm/s.

At the surface $C_s/n_i\simeq8$, and $D_-C_s/n_i$ is about five times $D_0$. The full effective diffusivity at the surface is about 18 % above $KC_s$ without electron degeneracy and about 37 % above it with degeneracy, for an electron density-of-states mass of $1.08\,m_e$ (about 34 % for $1.2\,m_e$). The assumptions are therefore a rough guide near the surface and poor at the foot. To measure the consequences, take the depth at which $C=10^{18}$ cm$^{-3}$, which is 185 nm for the ideal parabola. The simulations below keep dose, time and temperature fixed and start from a Gaussian implant of mean depth 30 nm and spread 12 nm. With $D=KC$ retained, this buried start moves the chosen depth to 189 nm. Adding $D_0$ and the thermally generated carriers moves it to 230 nm, a further 22 %. This is the largest correction found for these material values, but it depends strongly on $D_0$, which is poorly known: with $n_i=7.1\times10^{18}$ cm$^{-3}$, $D_-=1.2\times10^{-15}$ cm$^2$/s and $D_0=2.7\times10^{-16}$ cm$^2$/s it is only about 6 %. At $C=10^{18}$ cm$^{-3}$ the ideal diffusivity $KC$ is $2\times10^{-16}$ cm$^2$/s, while the dilute limit $D_0+D_-$ is $2.5\times10^{-15}$ cm$^2$/s, so the foot moves ahead of the ideal front. The foot is not the whole cause: the full diffusivity applied only where $C<n_i$ gives 214 nm, and applied only where $C>n_i$ gives 208 nm, so the excess over $KC$ in the body of the profile matters nearly as much.

Other effects are smaller for these numbers. Arsenic above roughly $2\times10^{20}$ cm$^{-3}$ is partly inactive. Treating the excess as immobile, but in instant exchange with the active part, changes the depth by only 0.2 nm. In the ideal solution the surface concentration falls below this limit after 234 s, a small part of the hour. Electron degeneracy, added to the run with the active limit but without $D_0$ and thermal carriers, deepens the profile by 3 %; with them included the shift is 2 %. A run with the implant, $D_0$, thermal carriers and the active limit, but not degeneracy, gives 230 nm and a surface concentration of $7.35\times10^{19}$ cm$^{-3}$. Relative to the ideal parabola, that is 24 % deeper and 9 % lower. With the implant, $D_0$ and thermal carriers, the local exponent of this depth in time rises steadily from 0.21 (100 to 225 s) to 0.34 (1800 to 3600 s), so the example passes through $1/3$ without a clear intermediate period.

Implantation also leaves excess silicon interstitials, which speed up diffusion until they drain to the surface. Let their dose be $N$ at depth $d$, and let $S$ be the excess of their concentration over equilibrium, divided by the equilibrium value. If $G$ is their diffusivity times their equilibrium concentration, the draining flux is $GS/d$, so at depth $d$ and beyond $\int S\,dt=Nd/G$. With the rough values $N=10^{14}$ cm$^{-2}$, $d=50$ nm and $G=4\times10^6$ cm$^{-1}$s$^{-1}$, this is 125 s. If the full excess accelerates the arsenic, it acts as 125 s of additional annealing there and as less nearer the surface. Applied at every depth, 125 s would move the ideal front by 1.1 %. This is an estimate of the size of the shift, not an upper bound for a buried implant. The added time is proportional to $N$, which depends on the implant damage: one excess interstitial per implanted ion, $N=10^{15}$ cm$^{-2}$, would give 1250 s and a shift of about 10 %. A furnace 5 K too hot moves it by about 4 %, for a rough activation energy of 3.3 eV in $K$; a 10 % loss of dose moves it by $-3.5$ %. The uncertainty of the material values matters more: a $K$ half as large again would move the front by 14 %.

An hour at 1000 °C represents a furnace process. In an anneal of only a few seconds at the same temperature, the excess interstitials could no longer be treated as a small correction. At another temperature $G$ changes, and the estimate of 125 s must be made again. The estimates here also omit the kinetics of arsenic clustering, band-gap narrowing and a moving oxide surface. Apart from these effects and a large interstitial excess, the parabola describes the inner half of the profile in this example to within 15 %, and $(9KQt)^{1/3}$ sets its scale, but a junction depth read at low concentration needs the diffusivity that survives in the tail. The numerical output gives the individual values.

## Values computed for the example and the checks

```
GENERAL TESTS (K = Q = 1)
Weak-form defect, full parabola: 2.8e-13
Weak-form defect, parabola cut at 0.9 X: 0.11
Front exponent from direct solution: 0.3333
Largest profile error / surface value: 0.00016
Width exponent with constant D: 0.4965
Relative C ahead of front, D = K C: 7.5e-248
Relative C at same scaled depth, constant D: 0.064
Front at t = 1 from parabola of width 1: 2.154
ARSENIC IN SILICON: INPUTS (material values rough)
Temperature: 1273.15 K
Dose: 1e+15 cm^-2
Anneal time: 3600 s
Intrinsic carrier density: 1e+19 cm^-3
D_minus: 1e-15 cm^2/s
D_zero: 1.5e-15 cm^2/s
K: 2e-34 cm^5/s
IDEAL RESULT
Front depth at 450 s: 93.22 nm
Front depth at 3600 s: 186.4 nm
Front depth at 3600 s: 0.1864 um
Surface concentration at 3600 s: 8.046e+19 cm^-3
C at 50 nm: 7.467e+19 cm^-3
C at 100 nm: 5.731e+19 cm^-3
C at 150 nm: 2.837e+19 cm^-3
Surface diffusivity: 1.609e-14 cm^2/s
Front speed at 3600 s: 0.01726 nm/s
Ideal depth where C = 1e18 cm^-3: 185.3 nm
NEGLECTED EFFECTS: depth where C = 1e18 cm^-3; surface C
Implant mean depth: 30 nm
Implant spread: 12 nm
Implant peak: 3.34e+20 cm^-3
Active arsenic limit: 2e+20 cm^-3
Ideal time for surface C to fall to limit: 234.4 s
Conduction-band effective density: 2.46e+20 cm^-3
Implant only: 188.9 nm; 7.89e+19 cm^-3
Implant + D_zero + thermal carriers: 230.0 nm; 7.34e+19 cm^-3
Implant + active limit: 188.7 nm; 7.9e+19 cm^-3
Implant + limit + degeneracy: 194.5 nm; 7.53e+19 cm^-3
Implant + carriers + D_zero + limit: 229.7 nm; 7.35e+19 cm^-3
Combined depth change on doubled grid step: 0.054 nm
Trapped interstitials: 1e+14 cm^-2 at 50 nm
Interstitial transport capacity: 4e+06 cm^-1 s^-1
Equivalent extra anneal time: 125 s
Front shift from excess interstitials: 1.1 %
Activation energy of K: 3.3 eV
Front shift for furnace 5 K too hot: 4 %
Front shift for 10 % less dose: -3.5 %
```
